# What one hour at 360 K costs a magnetic bit: a numerical check

```python
"""Retention cost of a warm hour for a two-state magnetic bit.

Result under test: with a fixed barrier E = 60 k (300 K) and a fixed
attempt rate f0, one hour at 360 K gives the same flip probability as
exp(10) hours, about 2.5 years, at 300 K.

Symbols: Delta = E/(kT); Gamma = f0 exp(-Delta), the reversal rate in
each direction; exposure = time integral of Gamma; p = probability that
the bit is found flipped. Both states have equal energy.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import dawsn

T_COLD, T_HOT = 300.0, 360.0       # K
DELTA_COLD = 60.0                  # barrier / kT at T_COLD
F0 = 1.0e9                         # attempt rate, 1/s
F_PRECESSION = 1.0e10              # Hz
N_BITS = 1.0e9
SPREAD = 3.0                       # standard deviation of Delta at T_COLD
RAMP_MINUTES = 5.0
HOUR = const.hour
YEAR = const.Julian_year
HOURS_PER_YEAR = YEAR / HOUR

barrier_joule = DELTA_COLD * const.k * T_COLD
barrier_ev = barrier_joule / const.e
barrier_kelvin = barrier_joule / const.k


def rate(temperature, barrier=barrier_joule, attempt=F0):
    return attempt * np.exp(-barrier / (const.k * temperature))


def flipped_population(gamma, seconds):
    """Population of the second state, from the two-state rate matrix."""
    generator = np.array([[-gamma, gamma], [gamma, -gamma]])
    return expm(generator * seconds)[1, 0]


def equivalent_hours(hot=T_HOT, softening=0.0, attempt=F0):
    """Hours at T_COLD that flip as many bits as one hour at hot."""
    gamma_hot = rate(hot, barrier_joule * (1 - softening), attempt)
    gamma_cold = rate(T_COLD, attempt=attempt)
    target = flipped_population(gamma_hot, HOUR)

    def mismatch(log_hours):
        seconds = np.exp(log_hours) * HOUR
        return np.log(flipped_population(gamma_cold, seconds) / target)

    return np.exp(brentq(mismatch, 0.0, np.log(1e9), xtol=1e-12))


# Main result: populations matched numerically, against exp(10) hours.
delta_hot = barrier_joule / (const.k * T_HOT)
factor = np.exp(DELTA_COLD - delta_hot)
matched_hours = equivalent_hours()
matched_other_attempt = equivalent_hours(attempt=10 * F0)
# Populations near 1e-9 carry a relative rounding error near 1e-7.
assert abs(matched_hours / np.exp(10.0) - 1) < 1e-5
assert abs(matched_other_attempt / matched_hours - 1) < 1e-5
assert abs(matched_hours / HOURS_PER_YEAR - 2.5) < 0.05

# Exposure law in a changing temperature, with a lower test barrier.
test_barrier = 35.0 * const.k * T_COLD


def pulse_rate(seconds):
    rise = (T_HOT - T_COLD) * np.sin(np.pi * seconds / HOUR) ** 2
    return rate(T_COLD + rise, test_barrier)


def population_flow(seconds, populations):
    flow = pulse_rate(seconds) * (populations[0] - populations[1])
    return [-flow, flow]


solution = solve_ivp(population_flow, (0, HOUR), [1.0, 0.0],
                     rtol=1e-10, atol=1e-12, max_step=HOUR / 100)
pulse_flipped = solution.y[1, -1]
pulse_exposure = quad(pulse_rate, 0, HOUR, epsabs=1e-12, epsrel=1e-10)[0]
pulse_formula = -np.expm1(-2 * pulse_exposure) / 2
assert abs(pulse_flipped - pulse_formula) < 1e-7
assert abs(pulse_flipped - pulse_exposure) > 0.01  # saturation is visible

# Softer barrier at the higher temperature.
soft_hours = {}
for softening in (0.01, 0.10):
    soft_hours[softening] = equivalent_hours(softening=softening)
    predicted = np.exp(10 + 50 * softening)
    assert abs(soft_hours[softening] / predicted - 1) < 1e-5


# Diffusing single-domain moment: mean time from the pole to the equator.
def passage_time(temperature):
    """Mean time in arbitrary units, the same units at all temperatures."""
    delta = barrier_joule / (const.k * temperature)
    root = np.sqrt(delta)

    def integrand(z):
        # The inner integral of exp(delta*(y*y - 1)) from z to 1.
        inner = (dawsn(root)
                 - np.exp(delta * (z * z - 1)) * dawsn(root * z)) / root
        return np.exp(-delta * z * z) / (1 - z * z) * inner

    # Beyond z = 0.9 the integrand is negligible (below 1e-16 of its peak).
    integral = quad(integrand, 0, 0.9, epsabs=0, epsrel=1e-10)[0]
    return np.exp(delta) * integral / temperature


diffusion_factor = passage_time(T_COLD) / passage_time(T_HOT)
prefactor_ratio = np.sqrt(delta_hot / DELTA_COLD)
# The next term of the large-barrier expansion changes the ratio by 0.3 %.
assert abs(diffusion_factor / (factor * prefactor_ratio) - 1) < 0.006

# Spread of barriers: match the mean flip probability of the array.
delta_grid = np.linspace(DELTA_COLD - 10 * SPREAD,
                         DELTA_COLD + 10 * SPREAD, 6001)
weights = np.exp(-0.5 * ((delta_grid - DELTA_COLD) / SPREAD) ** 2)
weights /= weights.sum()


def mean_flipped(temperature, seconds):
    gammas = F0 * np.exp(-delta_grid * T_COLD / temperature)
    return np.sum(weights * -np.expm1(-2 * gammas * seconds) / 2)


array_target = mean_flipped(T_HOT, HOUR)
array_hours = np.exp(brentq(
    lambda x: np.log(mean_flipped(T_COLD, np.exp(x) * HOUR)
                     / array_target), 0.0, np.log(1e7)))
array_formula = np.exp(
    10 - SPREAD ** 2 / 2 * (1 - (T_COLD / T_HOT) ** 2))
# The formula leaves out the saturation of the rare weakest bits.
assert abs(array_hours / array_formula - 1) < 2e-3

# Oven temperature one kelvin too high.
one_kelvin_gain = equivalent_hours(hot=T_HOT + 1) / matched_hours - 1
slope_per_kelvin = barrier_kelvin / T_HOT ** 2
assert abs(np.log1p(one_kelvin_gain) / slope_per_kelvin - 1) < 0.01

# Linear heating and cooling ramps, as minutes at the high temperature.
ramp_fraction = quad(
    lambda x: rate(T_COLD + x * (T_HOT - T_COLD)) / rate(T_HOT),
    0, 1, epsabs=1e-12)[0]
ramp_estimate = T_HOT ** 2 / (barrier_kelvin * (T_HOT - T_COLD))
# The estimate omits a relative correction of order 2 kT/E = 4 %.
assert abs(ramp_fraction / ramp_estimate - 1) < 0.06
two_ramps_minutes = 2 * RAMP_MINUTES * ramp_fraction

# Quantum scale of the precession.
quantum_kelvin = const.h * F_PRECESSION / const.k
assert quantum_kelvin < 0.01 * T_COLD

p_hot = flipped_population(rate(T_HOT), HOUR)
p_cold = -np.expm1(-2 * rate(T_COLD) * HOUR) / 2

print(f"Low temperature: {T_COLD:.0f} K")
print(f"High temperature: {T_HOT:.0f} K")
print(f"Barrier energy: {barrier_ev:.4f} eV")
print(f"Barrier energy / k: {barrier_kelvin:.0f} K")
print(f"Barrier / kT at 300 K: {DELTA_COLD:.2f}")
print(f"Barrier / kT at 360 K: {delta_hot:.2f}")
print(f"Attempt rate: {F0:.1e} 1/s")
print(f"Reversal rate at 300 K: {rate(T_COLD):.3e} 1/s")
print(f"Reversal rate at 360 K: {rate(T_HOT):.3e} 1/s")
print(f"Mean reversal time, 300 K: {1/rate(T_COLD)/YEAR:.3e} years")
print(f"Mean reversal time, 360 K: {1/rate(T_HOT)/YEAR:.3e} years")
print(f"Rate ratio exp(10): {factor:.1f}")
print(f"Hours in a year: {HOURS_PER_YEAR:.0f} h")
print(f"Equivalent time, formula: {factor/HOURS_PER_YEAR:.4f} years")
print(f"Equivalent time, matched populations: {matched_hours:.1f} h")
print(f"Same with attempt rate x10: {matched_other_attempt:.1f} h")
print(f"Flip probability, 1 h at 360 K: {p_hot:.3e}")
print(f"Flip probability, 1 h at 300 K: {p_cold:.3e}")
print(f"Bits in array: {N_BITS:.1e}")
print(f"Expected flips, 1 h at 360 K: {N_BITS*p_hot:.3f}")
print(f"Expected flips, 1 h at 300 K: {N_BITS*p_cold:.3e}")
print(f"Pulse test, barrier / kT at 300 K: "
      f"{test_barrier/(const.k*T_COLD):.1f}")
print(f"Pulse test, exposure: {pulse_exposure:.6f}")
print(f"Pulse test, flipped, rate equations: {pulse_flipped:.6f}")
print(f"Pulse test, flipped, formula: {pulse_formula:.6f}")
for softening, hours in soft_hours.items():
    print(f"Equivalent time, barrier {100*softening:.0f} % lower "
          f"at 360 K: {hours/HOURS_PER_YEAR:.2f} years")
print(f"Attempt-rate correction sqrt(50/60): {prefactor_ratio:.4f}")
print(f"Same from full diffusion integral: {diffusion_factor/factor:.4f}")
print(f"Equivalent time, diffusing moment: "
      f"{diffusion_factor/HOURS_PER_YEAR:.3f} years")
print(f"Spread of barrier / kT at 300 K: {SPREAD:.1f}")
print(f"Equivalent time, array with spread: "
      f"{array_hours/HOURS_PER_YEAR:.3f} years")
print(f"Same from spread formula: "
      f"{array_formula/HOURS_PER_YEAR:.3f} years")
print(f"Slope of ln(rate) at 360 K: {100*slope_per_kelvin:.2f} % per K")
print(f"Extra cost if oven is at 361 K: {100*one_kelvin_gain:.2f} %")
print(f"Duration of each ramp: {RAMP_MINUTES:.1f} min")
print(f"Ramp weight, quadrature: {ramp_fraction:.4f}")
print(f"Ramp weight, estimate: {ramp_estimate:.4f}")
print(f"Two ramps, as time at 360 K: {two_ramps_minutes:.3f} min")
print(f"Precession frequency: {F_PRECESSION/1e9:.1f} GHz")
print(f"Quantum temperature hf/k: {quantum_kelvin:.3f} K")
print("checks complete")
```

Output:

```
Low temperature: 300 K
High temperature: 360 K
Barrier energy: 1.5511 eV
Barrier energy / k: 18000 K
Barrier / kT at 300 K: 60.00
Barrier / kT at 360 K: 50.00
Attempt rate: 1.0e+09 1/s
Reversal rate at 300 K: 8.757e-18 1/s
Reversal rate at 360 K: 1.929e-13 1/s
Mean reversal time, 300 K: 3.619e+09 years
Mean reversal time, 360 K: 1.643e+05 years
Rate ratio exp(10): 22026.5
Hours in a year: 8766 h
Equivalent time, formula: 2.5127 years
Equivalent time, matched populations: 22026.5 h
Same with attempt rate x10: 22026.5 h
Flip probability, 1 h at 360 K: 6.943e-10
Flip probability, 1 h at 300 K: 3.152e-14
Bits in array: 1.0e+09
Expected flips, 1 h at 360 K: 0.694
Expected flips, 1 h at 300 K: 3.152e-05
Pulse test, barrier / kT at 300 K: 35.0
Pulse test, exposure: 0.205793
Pulse test, flipped, rate equations: 0.168700
Pulse test, flipped, formula: 0.168700
Equivalent time, barrier 1 % lower at 360 K: 4.14 years
Equivalent time, barrier 10 % lower at 360 K: 372.92 years
Attempt-rate correction sqrt(50/60): 0.9129
Same from full diffusion integral: 0.9097
Equivalent time, diffusing moment: 2.286 years
Spread of barrier / kT at 300 K: 3.0
Equivalent time, array with spread: 0.635 years
Same from spread formula: 0.635 years
Slope of ln(rate) at 360 K: 13.89 % per K
Extra cost if oven is at 361 K: 14.86 %
Duration of each ramp: 5.0 min
Ramp weight, quadrature: 0.1155
Ramp weight, estimate: 0.1200
Two ramps, as time at 360 K: 1.155 min
Precession frequency: 10.0 GHz
Quantum temperature hf/k: 0.480 K
checks complete
```
